\section*{The Axilrod–Teller–Muto Energy from the Third-Order RPA Ring}

\section{Definitions and conventions}

Three fragments $A$, $B$, $C$ are centred at $\mathbf R_A$, $\mathbf R_B$, $\mathbf R_C$. Each is neutral, closed-shell and spherical, and their electron densities do not overlap. Atomic units are used, and the Coulomb interaction $v(\mathbf r,\mathbf r')=1/|\mathbf r-\mathbf r'|$ is instantaneous.

The density response of the independent orbitals at imaginary frequency $iu$, summed over spin, is
\begin{equation}
\chi_0(\mathbf r,\mathbf r';iu)=-4\sum_{ia}\frac{\Delta_{ia}}{\Delta_{ia}^2+u^2}\,
\varphi_i(\mathbf r)\varphi_a(\mathbf r)\varphi_i(\mathbf r')\varphi_a(\mathbf r'),
\label{chi0}
\end{equation}
with real orbitals, $i$ occupied, $a$ empty, and $\Delta_{ia}=\varepsilon_a-\varepsilon_i>0$. It is real, symmetric in $\mathbf r,\mathbf r'$, and has no positive eigenvalue. Products such as $\chi_0v$ are integral operators, and $\mathrm{Tr}$ is the trace over position. The direct random-phase approximation (RPA) defines the correlation energy as
\begin{equation}
E_c=\frac1{2\pi}\int_0^\infty du\;\mathrm{Tr}\left[\ln(1-\chi_0v)+\chi_0v\right].
\label{ec}
\end{equation}
``Direct'' means that the response contains the Coulomb coupling but no exchange.

The result to be derived is the leading long-range form of the ring that links the three fragments once each:
\begin{equation}
E_3\simeq C_9\,\frac{1+3\cos\theta_A\cos\theta_B\cos\theta_C}{R_{AB}^3R_{BC}^3R_{CA}^3},
\qquad
C_9=\frac3\pi\int_0^\infty du\,\alpha_A(iu)\alpha_B(iu)\alpha_C(iu).
\label{atm}
\end{equation}
Here $\theta_A,\theta_B,\theta_C$ are the interior angles of the triangle and $\alpha(iu)$ is the RPA dipole polarizability of an isolated fragment.

\section{Separating the fragments}

Two assumptions enter. First, the orbitals of each fragment are those of the isolated fragment. This is reasonable at mean-field level because a neutral spherical charge distribution produces no electrostatic field outside itself. Second, an occupied orbital on one fragment has no overlap with an empty orbital on another, so the charge-transfer products in \eqref{chi0} vanish. Then $\chi_0$ is block diagonal: it connects two points only if both lie in the same fragment.

Write $v=v_{\rm in}+V$, where $v_{\rm in}$ acts within fragments and $V$ between different ones. Factor out the internal part:
\begin{align}
1-\chi_0v&=(1-\chi_0v_{\rm in})-\chi_0V\nonumber\\
&=(1-\chi_0v_{\rm in})(1-\chi V),\qquad
\chi=(1-\chi_0v_{\rm in})^{-1}\chi_0 .
\label{factor}
\end{align}
The operator $\chi$ is again block diagonal. Its block $\chi_A$ is the full RPA response of fragment $A$ alone, with the internal Coulomb coupling summed. To see its properties, put $m_0=-\chi_0$, which is symmetric and has no negative eigenvalue. The identity $(1+m_0v_{\rm in})\,m_0^{1/2}=m_0^{1/2}\,(1+m_0^{1/2}v_{\rm in}m_0^{1/2})$ gives $\chi=-m_0^{1/2}(1+m_0^{1/2}v_{\rm in}m_0^{1/2})^{-1}m_0^{1/2}$. Since $v_{\rm in}$ is symmetric and positive, $\chi$ is symmetric and has no positive eigenvalue.

Since $\mathrm{Tr}\ln$ is the logarithm of a determinant, and the determinant of a product is the product of determinants,
\begin{equation}
\mathrm{Tr}\ln(1-\chi_0v)=\mathrm{Tr}\ln(1-\chi_0v_{\rm in})+\mathrm{Tr}\ln(1-\chi V).
\end{equation}
In the linear term of \eqref{ec}, $\mathrm{Tr}\,\chi_0V=0$, because $\chi_0$ stays in a fragment and $V$ leaves it. The terms containing only $v_{\rm in}$ add up to the correlation energies of the isolated fragments. What remains is the interaction energy
\begin{equation}
E_{\rm int}=\frac1{2\pi}\int_0^\infty du\;\mathrm{Tr}\ln(1-\chi V).
\label{eint}
\end{equation}

\section{The third-order ring}

At large separation $\chi V$ is small and $\ln(1-x)=-x-x^2/2-x^3/3-\dots$ may be used. ``Order'' here counts the links $V$ between fragments; the coupling inside each fragment is already contained in $\chi$. The third-order term is
\begin{equation}
E_3=-\frac1{6\pi}\int_0^\infty du\;\mathrm{Tr}(\chi V)^3 .
\label{third}
\end{equation}

Each $V$ changes the fragment, and the trace requires a return to the start. With two fragments a return needs an even number of links, so pairs contribute nothing at third order. With three links the path must visit $A$, $B$ and $C$ once each. The third-order energy is therefore entirely non-additive: no part of it belongs to a pair energy.

There are six such paths: three starting points and two senses of circulation. The starting point does not matter because the trace is cyclic. The sense does not matter either. A trace equals the trace of the transpose, $\chi$ is symmetric, and $V_{AB}^{\mathsf T}=V_{BA}$, so
\begin{equation}
\mathrm{Tr}[\chi_AV_{AB}\chi_BV_{BC}\chi_CV_{CA}]
=\mathrm{Tr}[\chi_AV_{AC}\chi_CV_{CB}\chi_BV_{BA}].
\end{equation}
Six equal terms turn the prefactor $-1/6\pi$ into $-1/\pi$:
\begin{equation}
E_3=-\frac1\pi\int_0^\infty du\;\mathrm{Tr}[\chi_AV_{AB}\chi_BV_{BC}\chi_CV_{CA}].
\label{ring}
\end{equation}
A density fluctuation on one fragment disturbs the second, the second disturbs the third, and the third acts back on the first. No multipole expansion has been made yet.

\section{The dipole limit}

Set $\mathbf r=\mathbf R_A+\mathbf x$ and $\mathbf r'=\mathbf R_B+\mathbf x'$, and let $\mathbf R=\mathbf R_A-\mathbf R_B=R\,\mathbf n$. The Taylor series of the interaction to second order, with repeated indices summed, is
\begin{equation}
\frac1{|\mathbf R+\mathbf x-\mathbf x'|}=\frac1R+(x_i-x'_i)\,\partial_i\frac1R
+\frac12(x_i-x'_i)(x_j-x'_j)\,\partial_i\partial_j\frac1R+\dots
\label{taylor}
\end{equation}

Many of these terms drop out. Orthogonality gives $\int\varphi_i\varphi_a\,d\mathbf r=0$, hence $\int\chi_0(\mathbf r,\mathbf r')\,d\mathbf r=0$. The relation $\chi=\chi_0+\chi_0v_{\rm in}\chi$ passes this on to $\chi$, and symmetry gives the same for the integral over $\mathbf r'$. This is charge conservation: a constant potential moves no charge. In \eqref{ring} every $V$ stands between two responses, so any term of \eqref{taylor} that does not depend on both $\mathbf x$ and $\mathbf x'$ integrates to zero.

The first survivor is the cross term. It occurs twice in the quadratic form, which cancels the factor $\tfrac12$, and it carries a minus sign:
\begin{equation}
V_{AB}\to-x_ix'_j\,\partial_i\partial_j\frac1R=x_i\,T^{AB}_{ij}\,x'_j,\qquad
T^{AB}_{ij}=\frac{\delta_{ij}-3n_in_j}{R^3},
\end{equation}
where $\partial_i\partial_j(1/R)=(3n_in_j-\delta_{ij})/R^3$ was used.

The polarizability follows from the response to a uniform field $\mathbf F$. An electron has charge $-1$, so its potential energy is $+\mathbf F\cdot\mathbf x$. The induced electron density is $\delta n=\chi(\mathbf F\cdot\mathbf x)$ and the induced dipole is $-\int\mathbf x\,\delta n$. Therefore
\begin{equation}
\alpha_{ij}(iu)=-\iint x_i\,\chi(\mathbf x,\mathbf x';iu)\,x'_j\,d\mathbf x\,d\mathbf x' ,
\label{alpha}
\end{equation}
which is positive because $\chi$ is negative.

In the ring each response now sits between two coordinates and gives $-\alpha$. Three minus signs and the one in \eqref{ring} combine to a plus:
\begin{equation}
E_3\simeq\frac1\pi\int_0^\infty du\;\mathrm{tr}[\alpha_AT^{AB}\alpha_BT^{BC}\alpha_CT^{CA}],
\label{tensor}
\end{equation}
where $\mathrm{tr}$ is the trace of a $3\times3$ matrix. This form also holds for anisotropic polarizabilities.

\section{The angular factor}

For spherical fragments $\alpha_{ij}=\alpha\,\delta_{ij}$. The polarizabilities leave the trace, and only geometry remains. Let $\mathbf a$, $\mathbf b$, $\mathbf c$ be unit vectors from $A$ to $B$, from $B$ to $C$ and from $C$ to $A$. The sign of a unit vector does not affect $T$. Multiplying out,
\begin{align}
N&=\mathrm{tr}[(1-3\mathbf a\mathbf a^{\mathsf T})(1-3\mathbf b\mathbf b^{\mathsf T})(1-3\mathbf c\mathbf c^{\mathsf T})]\nonumber\\
&=3-9+9\left[(\mathbf a\cdot\mathbf b)^2+(\mathbf b\cdot\mathbf c)^2+(\mathbf c\cdot\mathbf a)^2\right]
-27(\mathbf a\cdot\mathbf b)(\mathbf b\cdot\mathbf c)(\mathbf c\cdot\mathbf a).
\label{N}
\end{align}
The 3 is the trace of the unit matrix. The $-9$ comes from three single projectors, each of trace one and with coefficient $-3$.

At corner $B$ the sides point along $-\mathbf a$ and $\mathbf b$, so $\cos\theta_B=-\mathbf a\cdot\mathbf b$. In the same way $\cos\theta_C=-\mathbf b\cdot\mathbf c$ and $\cos\theta_A=-\mathbf c\cdot\mathbf a$. The squares keep their sign and the triple product changes it. With $P=\cos\theta_A\cos\theta_B\cos\theta_C$ and $S=\cos^2\theta_A+\cos^2\theta_B+\cos^2\theta_C$,
\begin{equation}
N=-6+9S+27P .
\end{equation}

The angles add up to $\pi$, which relates $S$ to $P$. From $\cos\theta_C=-\cos(\theta_A+\theta_B)$,
\begin{equation}
\cos\theta_C+\cos\theta_A\cos\theta_B=\sin\theta_A\sin\theta_B .
\end{equation}
Square both sides and replace $\sin^2$ by $1-\cos^2$ on the right:
\begin{equation}
\cos^2\theta_C+2P+\cos^2\theta_A\cos^2\theta_B
=1-\cos^2\theta_A-\cos^2\theta_B+\cos^2\theta_A\cos^2\theta_B .
\end{equation}
The quartic terms cancel, leaving $S=1-2P$. Hence
\begin{equation}
N=-6+9-18P+27P=3(1+3P).
\end{equation}
Inserting $N/(R_{AB}R_{BC}R_{CA})^3$ for the trace of the three tensors in \eqref{tensor} gives \eqref{atm}. The 3 in the prefactor of $C_9$ comes from $N$ and the $1/\pi$ from the ring.

\section{Sign and shape}

Because $\alpha(iu)>0$, $C_9$ is positive and the shape of the triangle alone decides the sign of the triple-dipole energy.

In an equilateral triangle $P=1/8$ and the factor is $11/8$: the energy is repulsive and weakens the total attraction. On a straight line the cosines are $1,1,-1$ and the factor is $-2$: the energy is attractive. The line can be read off directly. All three tensors have the same axes, with eigenvalues $-2/R^3$ along the line and $1/R^3$ in each transverse direction. The product of three gives $-8+1+1=-6=3(-2)$, so the dipoles along the line outweigh the transverse ones.

For an isosceles triangle with apex angle $\gamma$, each base angle has cosine $\sin(\gamma/2)$. The factor is
\begin{equation}
1+3\cos\gamma\,\sin^2\frac\gamma2=1+\frac32\cos\gamma\,(1-\cos\gamma).
\end{equation}
It vanishes when $3\cos^2\gamma-3\cos\gamma-2=0$. The admissible root is $\cos\gamma=(3-\sqrt{33})/6$, or $\gamma\approx117.2^\circ$. At this shape the triple-dipole term vanishes and the corrections discussed below decide the result. They also compete with it over a range of nearby shapes, which narrows as the distances grow.

\section{Evaluating the coefficient}

The RPA polarizability is a sum over excitations, $\alpha(iu)=\sum_nf_n/(\omega_n^2+u^2)$. The frequency integral in $C_9$ can then be done in closed form. Partial fractions give first
\begin{equation}
\int_0^\infty\frac{du}{(a^2+u^2)(c^2+u^2)}=\frac1{c^2-a^2}\left(\frac\pi{2a}-\frac\pi{2c}\right)=\frac{\pi}{2ac(a+c)} .
\label{two}
\end{equation}
Splitting the factors with $a$ and $b$ in the same way and using \eqref{two} twice,
\begin{align}
\int_0^\infty\frac{du}{(a^2+u^2)(b^2+u^2)(c^2+u^2)}
&=\frac{\pi}{2c(b^2-a^2)}\left[\frac1{a(a+c)}-\frac1{b(b+c)}\right]\nonumber\\
&=\frac{\pi(a+b+c)}{2abc(a+b)(b+c)(c+a)},
\label{triple}
\end{align}
since $b(b+c)-a(a+c)=(b-a)(a+b+c)$. Equal frequencies are reached as a limit.

A simple estimate links $C_9$ to the pair coefficient. The second-order term of \eqref{eint} is $-\frac1{4\pi}\int\mathrm{Tr}(\chi V)^2du$. A pair has two starting points, the two minus signs from $\chi\to-\alpha$ cancel, and $\mathrm{tr}\,T^2=(3-6+9)/R^6=6/R^6$. For identical fragments this gives
\begin{equation}
E_2\simeq-\frac{C_6}{R^6},\qquad C_6=\frac3\pi\int_0^\infty\alpha(iu)^2\,du .
\end{equation}
If one excitation dominates, $\alpha(iu)=\alpha_0\omega^2/(\omega^2+u^2)$. Setting all frequencies equal in \eqref{two} and \eqref{triple} gives $\pi/4\omega^3$ and $3\pi/16\omega^5$, so
\begin{equation}
C_6=\frac34\alpha_0^2\omega,\qquad C_9=\frac9{16}\alpha_0^3\omega=\frac34\alpha_0C_6 .
\label{onepole}
\end{equation}

\section{What the formula leaves out}

\textit{Higher multipoles.} Multipoles of rank $l$ and $l'$ on two fragments interact as $R^{-(l+l'+1)}$. A spherical fragment responds with the same rank that excites it, so each fragment's rank enters two links and the ring scales as $R^{-(2l_A+2l_B+2l_C+3)}$. Three dipoles give $R^{-9}$. Replacing one by a quadrupole gives $R^{-11}$, a relative correction of order $R^{-2}$.

\textit{Higher orders.} A fourth-order ring that involves three fragments must visit one of them twice, as in $A\to B\to A\to C\to A$. In the dipole limit it scales as $R^{-12}$. Its sign can be found. Put $m=-\chi$, which is positive, and define
\begin{equation}
Q_B=m_A^{1/2}V_{AB}m_BV_{BA}m_A^{1/2},\qquad
Q_C=m_A^{1/2}V_{AC}m_CV_{CA}m_A^{1/2}.
\end{equation}
The trace of the ring is $\mathrm{Tr}(Q_BQ_C)$. Both operators have no negative eigenvalue, so this trace is not negative. The fourth term of the logarithm, $-x^4/4$, then makes the fourth-order three-fragment energy negative or zero for every shape.

\textit{Physics outside the model.} Overlapping densities invalidate the block form of $\chi_0$ and bring in exchange. Fragments with permanent moments polarize one another, which adds induction energies. At distances comparable with the speed of light divided by a typical excitation frequency, the instantaneous interaction fails. For large fragments the distance must also exceed their size for the multipole series to be useful.

\section{Worked example: three beryllium atoms}

The response is built from PBE orbitals of one beryllium atom in an even-tempered Gaussian basis of 9 $s$, 5 $p$ and 2 $d$ shells. Empty orbitals above 20 hartree are dropped. The numbers describe this basis and direct RPA; they are not experimental values. Since the occupied orbitals are $s$ functions and the basis has no $f$ functions, the response contains no octupoles.

The static polarizability is $31.76$ bohr$^3$, and at $u=0.5$ hartree it has fallen to $5.24$ bohr$^3$. The frequency integrals give
\begin{equation}
C_6=163.8\ \text{hartree bohr}^6,\qquad C_9=3860\ \text{hartree bohr}^9 .
\end{equation}
The one-pole relation \eqref{onepole} gives $0.75\times31.756\times163.78\approx3901$ hartree bohr$^9$, which is 1.1\% above the integral.

For an equilateral triangle of side 15 bohr, $R^9=3.844\times10^{10}$ bohr$^9$ and
\begin{equation}
E_{\rm ATM}=\frac{3860\times1.375}{3.844\times10^{10}}=1.381\times10^{-7}\ \text{hartree}=3.76\ \mu\text{eV}.
\end{equation}
The ring \eqref{ring}, evaluated with full Coulomb integrals instead of dipoles, compares with this formula as follows.
\begin{center}
\begin{tabular}{ccc}
side (bohr) & ring (hartree) & ring / triple-dipole\\
15 & $1.693\times10^{-7}$ & 1.226\\
30 & $2.837\times10^{-10}$ & 1.052\\
60 & $5.334\times10^{-13}$ & 1.013\\
120 & $1.032\times10^{-15}$ & 1.003
\end{tabular}
\end{center}
From 60 to 120 bohr the relative excess falls by a factor 4.02, close to the factor 4 of an $R^{-2}$ correction. The long sides test the instantaneous model only. Although the speed of light divided by the dominant frequency is about 630 bohr, retardation lowers the triple-dipole energy by 0.25\% at 60 bohr and by 0.95\% at 120 bohr, where it exceeds the excess in the table. Removing this correction by extrapolation gives angular factors of $1.3750$ for the equilateral triangle and $-2.0000$ for the line, in agreement with $11/8$ and $-2$.

At 15 bohr the non-additive part of \eqref{eint} summed to all orders, obtained by diagonalization with the orbitals of the isolated atoms and a block-diagonal $\chi_0$, is $1.634\times10^{-7}$ hartree. It differs from the third-order ring by $-5.9\times10^{-9}$ hartree, or $-3.5\%$ of the ring. The negative sign agrees with that derived for fourth order. The triple-dipole formula thus misses two effects of opposite sign, and the non-additive energy ends up 18\% above it. Penetration of the diffuse basis functions is a small part of the ring: with pure dipoles and quadrupoles the ratio at 15 bohr is 1.230 instead of 1.226. The $2s$ orbital of one atom still overlaps empty orbitals of a neighbour by up to 0.03 at this distance, so these energies belong to the non-overlapping model. They are not those of an RPA calculation with the orbitals of the trimer.

The three pair energies sum to $-5.480\times10^{-5}$ hartree, so the non-additive energy cancels about 0.3\% of the pair attraction here. Not all digits are converged in the basis. With 12 $s$, 8 $p$, 5 $d$ and 3 $f$ shells, $C_6$ stays at 163.8, the static polarizability becomes 31.77, $C_9$ rises by 0.1\%, and the one-pole excess falls to 1.0\%. At 15 bohr the ratio of ring to triple-dipole energy rises by about 0.02, the non-additive energy by 1.5\% (to 20\% above the formula), and the pair attraction by about 5\%. The numerical check checks the tensor form, the angular factor and the frequency integral independently of the derivation.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Be atom, direct RPA on PBE orbitals
s exponents: 9, from 0.03 to 196.83 bohr^-2
p exponents: 5, from 0.03 to 2.43 bohr^-2
d exponents: 2, from 0.05 to 0.15 bohr^-2
ratio of neighbouring exponents: 3.0
virtual orbital cutoff: 20.0 hartree
occupied-virtual pairs per atom: 58
PBE total energy: -14.61639 hartree
smallest orbital gap: 0.1324 hartree
RPA correlation energy, mode sum: -0.127472 hartree
RPA correlation energy, log integral: -0.127472 hartree
alpha(iu) at u = 0.0 hartree: 31.7557 bohr^3
alpha(iu) at u = 0.1 hartree: 25.9931 bohr^3
alpha(iu) at u = 0.2 hartree: 16.9818 bohr^3
alpha(iu) at u = 0.5 hartree: 5.2409 bohr^3
alpha(iu) at u = 1.0 hartree: 1.6390 bohr^3
C6, frequency integral: 163.781 hartree bohr^6
C6, from second-order rings: 163.777 hartree bohr^6
C9, frequency integral: 3859.98 hartree bohr^9
C9, sum over excitations: 3859.98 hartree bohr^9
one-pole estimate of C9: 3900.74 hartree bohr^9
one-pole estimate / C9: 1.0106
Angular factor: from rings, from formula
  equilateral: 1.37497, 1.37500
  straight line: -2.00002, -2.00000
  scalene: 1.32837, 1.32840
isosceles apex angle of zero factor: 117.22 degrees
Equilateral: side/bohr, ring/hartree, triple-dipole/hartree, ratio
  15  1.69327e-07  1.38059e-07  1.22648
  30  2.83749e-10  2.69647e-10  1.05230
  60  5.33378e-13  5.26655e-13  1.01277
  120  1.03189e-15  1.02862e-15  1.00317
ratio of excesses, side 60 to 120 bohr: 4.024
Equilateral triangle, side 15 bohr:
  total RPA interaction: -5.46319e-05 hartree
  same, log integral: -5.46319e-05 hartree
  sum of three pair energies: -5.47953e-05 hartree
  non-additive RPA energy: 1.63410e-07 hartree
  third-order ring: 1.69327e-07 hartree
  ring from odd part of modes: 1.69326e-07 hartree
  beyond third order: -5.91716e-09 hartree
  triple-dipole energy: 1.38059e-07 hartree
  triple-dipole energy: 3.757 micro-eV
  non-additive / pair sum: -0.00298
\end{verbatim}
